Why the Latter tail is not a functional derivative

Q: In a neutral atom the LDA potential dies off too fast, so I replace it by -1/r beyond the radius where the two curves cross. An outer electron should see the nucleus screened by N-1 others, and now it does. I take the result to be the Kohn–Sham potential of an improved exchange functional. The small kink at the joint looks cosmetic to me.

A: The asymptotic argument is sound, but the conclusion does not follow from it. Let us fix the model first: a spherical, spin-unpolarized, neutral atom with N = Z held fixed, exchange-only LDA, no relativity, Hartree atomic units. Let n be the density, ρ = 4πr²n the radial density and Q(r) the number of electrons inside r. Then

v_KS = -Z/r + v_H + v_x,  v_x = -(3n/π)^(1/3),

v_L = min(v_KS, -1/r),

with one crossing, at r_c. The total potential v_L fixes what your functional would have to deliver as its exchange potential:

v_x^L = v_L + Z/r - v_H.

Q: How large is the kink?

A: We need the slope of v_KS. The Hartree potential is

v_H(r) = Q(r)/r + ∫_r^∞ ρ(r')/r' dr'.

Since Q' = ρ, its derivative is ρ/r - Q/r² - ρ/r = -Q/r². The exchange potential goes as n^(1/3), so v_x' = v_x n'/(3n). Together,

v_KS' = (Z - Q)/r² + v_x n'/(3n).

Just outside r_c the slope of v_L is 1/r_c². For beryllium, 1s²2s², solved self-consistently with the Latter tail, r_c = 2.005 bohr. The slope is 0.4300 hartree/bohr just inside and 0.2487 just outside, a jump of -0.1813. The potential itself is continuous.

Q: So the kink proves that there is no functional behind v_L?

A: No. Take F = ∫f(n) d³r with f'(n) = min(v_x(n), c), where c is a fixed number. Its functional derivative is min(v_x(n), c), which has a kink wherever the density passes the value at which v_x(n) = c. With c set by the beryllium density at 4 bohr, the slope jumps there by -0.046 hartree/bohr. That potential is a genuine functional derivative.

Q: Then what about the virial theorem? For Coulomb forces I expect 2T + V = 0.

A: Start with the part that survives. For an s orbital with radial function u, u'' = 2(v - ε)u. Multiply by r u' and integrate. By parts, the left side is

∫ r u' u'' dr = ½∫ r (u'²)' dr = -½∫ u'² dr = -t,

where t is the kinetic energy of the orbital. The right side is

∫ (v - ε) r (u²)' dr = -∫ u² (v - ε) dr - ∫ u² r v' dr.

The boundary terms vanish at zero and infinity. At r_c the terms from the two sides cancel, because v, u and u' are continuous, so a kink does no harm. The orbital energy is ε = t + ∫v u² dr, hence ∫u²(v - ε) dr = -t. Inserting this gives -t = t - ∫u² r v' dr, or 2t = ∫u² r v' dr. Summing over the occupied orbitals,

2T = ∫ ρ r v_L' dr.

Q: So the virial theorem holds after all?

A: That relation concerns the potential. The theorem you quoted also needs the energy. Work out the same integral for the three parts of v_KS, at any density:

∫ρ r (-Z/r)' dr = ∫ρ Z/r dr = -E_ext.

∫ρ r v_H' dr = -∫ρ Q/r dr = -U.

The last step holds because U = ½∫ρ v_H dr contains two terms, one from each part of v_H, and exchanging the order of integration shows that both equal ½∫ρQ/r dr. For exchange, n v_x' = ¼(n v_x)', since n v_x is proportional to n^(4/3). Therefore

∫ρ r v_x' dr = ¼∫4πr³ (n v_x)' dr = -¾∫4πr² n v_x dr = -E_x,

with E_x the LDA exchange energy. Adding up, ∫ρ r v_KS' dr = -V, where V = E_ext + U + E_x. Combine this with the result for 2T. Inside r_c the two potentials coincide, so

2T + V = ∫_{r_c}^∞ ρ r (1/r² - v_KS') dr.

In plain LDA v_L is replaced by v_KS and the right side is zero; numerically 2T + V vanishes to better than 10⁻⁸ hartree. With the tail, T = 14.03435 hartree and V = -32.84453 + 6.83559 - 2.23985 = -28.24879 hartree, so

2T + V = 28.0687 - 28.2488 = -0.1801 hartree,

or -4.90 eV. The tail integral, evaluated separately, gives the same value. Its integrand is negative just outside r_c, where it equals ρr times the slope jump. It is positive far out, where v_KS' has died away. The negative part prevails here. The ratio -V/T is 2.0128, which looks harmless only because T is large.

Q: That must settle it.

A: It settles less than you want. It shows that v_x^L does not belong to the LDA exchange energy. The LDA total energy at the Latter density is accordingly not at its minimum: it lies 0.0089 hartree above the LDA ground state. But you claimed an improved functional, and that one could have a different energy.

Q: How can you exclude a functional that nobody has written down?

A: By the test used for a force field. If F has v_x^L as its derivative, then dF = ∫v_x^L δρ dr, and the work between two densities cannot depend on the path. Choose two changes, a and b, each with zero total charge, so that N stays fixed and an additive constant in the potential drops out. Go from ρ to ρ + Sa + Sb in two ways, and let v(s,t) be v_x^L at the density ρ + sa + tb. The work with a first, minus the work with b first, is

ΔW = ∫₀^S ds ∫v(s,0) a dr + ∫₀^S dt ∫v(S,t) b dr - ∫₀^S dt ∫v(0,t) b dr - ∫₀^S ds ∫v(s,S) a dr.

Pair the two b terms and the two a terms, and write each difference as an integral of a derivative:

ΔW = ∫₀^S ds ∫₀^S dt [ ∫b ∂v/∂s dr - ∫a ∂v/∂t dr ].

Now let a move charge between two shells that both lie outside r_c, and let b move charge from a shell well inside r_c to one outside.

Q: And the potential responds differently in the two regions?

A: Yes. Inside r_c, v_x^L is the LDA potential, which responds only to the density at the same point. Outside, v_x^L = (Z-1)/r - v_H, which responds through the Hartree potential of the added charge. Call that v_H[a] or v_H[b]. The crossing radius also shifts, but v_L is continuous there, so the shift adds nothing at first order.

Since a vanishes inside r_c, it changes the potential only outside:

∫b ∂v/∂s dr = -∫_{r_c}^∞ b v_H[a] dr = -∫₀^∞ b v_H[a] dr + ∫₀^{r_c} b v_H[a] dr.

Inside both shells of a, v_H[a] is the constant J = ∫a/r dr. The last term is therefore q_b J, where q_b is the charge of b inside r_c. The other response is

∫a ∂v/∂t dr = -∫₀^∞ a v_H[b] dr.

The Coulomb interaction is mutual, ∫a v_H[b] dr = ∫b v_H[a] dr, so these two terms cancel in the difference. What remains is q_b J, the same at every point of the loop, and

ΔW = S² q_b J.

This holds for a finite loop as long as r_c stays between the inner shell and the outer ones. It is nonzero, so no functional F has v_x^L as its derivative at all the densities of the loop. Note the scope: this excludes the Latter rule as a map from densities to potentials. A match at the self-consistent density alone can always be arranged, for example by E_x + ∫wρ dr with w = v_L - v_KS frozen at that density. But w is then a fixed external field made for one atom, and this functional no longer follows the rule once the density changes.

Q: What is the physical content of that leftover term?

A: Action without reaction. Charge taken from the core changes v_x^L in the tail, because the tail is defined by subtracting v_H. Charge rearranged in the tail does not change v_x^L in the core. A functional derivative must respond symmetrically.

The limits show where the fault lies. If r_c goes to infinity, LDA is left, which is a derivative. If r_c goes to zero, v_x^L = (Z-1)/r - v_H everywhere, and at fixed Z that is the derivative of (Z-1)∫ρ/r dr - U. Each branch is integrable by itself; the splice is not.

Q: Show me the loop for beryllium.

A: Each shell carries one electron and has the profile 35(1-x²)³/(32h), where h is its half-width and x the distance from its centre divided by h. Change a goes from the shell at 3–5 bohr to the one at 6–8 bohr; b goes from 0.2–0.8 to 4–6 bohr. Then q_b = -1 and J = -0.108584 bohr⁻¹. With S = 0.1 electron,

ΔW = 0.01 × (-1) × (-0.108584) = 0.0010858 hartree.

Direct integration along the two paths gives 0.0815668 and 0.0804810 hartree. Their difference is again 0.0010858 hartree, or 29.5 meV. For a potential that depends only on the local density, the work at each radius is the integral of a function of one variable, so the loop must give zero. Numerically it does for LDA. The same argument covers the capped potential, kink included.

Q: One last attempt. I define the exchange energy through the virial itself, E_vir = -∫ρ r (v_x^L)' dr. Then 2T + V = 0 by construction.

A: It does: with E_vir = -2.05976 hartree in place of the LDA value -2.23985, the defect of -0.1801 disappears. But is v_x^L the derivative of E_vir? Write v for v_x^L and integrate by parts: E_vir = ∫v η dr, with η = (rρ)'. Let δ_a v be the first-order response of v to a. Then

dE_vir/ds = ∫η δ_a v dr + ∫v (ra)' dr.

Integrate the second term by parts, then add and subtract ∫a v dr:

∫v (ra)' dr = -∫a r v' dr = ∫a v dr - ∫a (v + r v') dr.

The last bracket has a meaning. Under the scaling ρ(r) → λρ(λr), the density changes at first order by η. At fixed Z, every piece of v_x^L scales as v(r) → λv(λr), which changes v by v + r v'. So v + r v' = δ_η v, and

dE_vir/ds = ∫a v dr + [ ∫η δ_a v dr - ∫a δ_η v dr ].

The bracket is the mismatch found before, with η in the role of b. It equals J times the charge of η inside r_c, which is ∫₀^{r_c}(rρ)' dr = r_c ρ(r_c). For beryllium,

r_c ρ(r_c) J = 2.0052 × 0.6604 × (-0.10858) = -0.1438 hartree.

A finite-difference derivative of E_vir along a, with the crossing radius relocated at each step, gives -0.0550 hartree, while ∫a v dr = 0.0888 hartree. The difference, -0.1438, agrees with the formula. (A mesh whose boundary stays at the unperturbed r_c gives -0.0551, an error of 6×10⁻⁵ hartree caused by the moving kink.) Along this particular a, even the signs of the two quantities differ. If an exchange energy F scales as λ under ρ(r) → λρ(λr), as the LDA one does, and v is its derivative, then F = dF/dλ at λ = 1, which is ∫vη dr, so the virial relation is necessary for such an F. The result above shows that it is not sufficient.

Q: Should I stop using the tail?

A: Not if you want a model potential with the right long-range form. It lowers the 2s level from -0.170 to -0.258 hartree, and at 6 bohr v_L is -0.167 hartree, where v_KS built from the same density is -0.052 hartree. These are values of this model, without correlation, and not measured properties of beryllium. What you cannot do is obtain a unique energy by integrating v_x^L along a path of densities, since the answer depends on the path. E_vir is one such choice: it is the integral along the scaling path λρ(λr) from λ = 0 to 1. You may evaluate the LDA energy at the Latter density, but that energy is not stationary there. The numerical output lists the individual energies and slopes.

Values computed for the example and the checks

```
Be atom, exchange-only LDA, nuclear charge Z = 4
LDA: 1s energy               -3.79318 hartree
LDA: 2s energy               -0.17003 hartree
LDA: kinetic energy T        14.22329 hartree
LDA: total energy            -14.22329 hartree
LDA: 2T+V                    5.3e-11 hartree
Latter: crossing radius r_c  2.00518 bohr
Latter: potential at r_c     -0.49871 hartree
Latter: electrons inside r_c 2.52187
Latter: rho at r_c           0.66040 1/bohr
Latter: slope just inside    0.43002 hartree/bohr
Latter: slope just outside   0.24871 hartree/bohr
Latter: slope jump           -0.18131 hartree/bohr
v_KS slope jump at r_c       4.5e-08 hartree/bohr
r = 3 bohr: v_KS -0.23827, v_L -0.33333 hartree
r = 4 bohr: v_KS -0.13390, v_L -0.25000 hartree
r = 6 bohr: v_KS -0.05182, v_L -0.16667 hartree
Latter: 1s energy            -3.87025 hartree
Latter: 2s energy            -0.25763 hartree
Latter: kinetic energy T     14.03435 hartree
Latter: nuclear attraction   -32.84453 hartree
Latter: Hartree energy       6.83559 hartree
Latter: LDA exchange energy  -2.23985 hartree
Latter: total energy         -14.21444 hartree
Latter minus LDA total       0.00885 hartree
Latter: 2T+V from energies   -0.18009 hartree
Latter: 2T+V tail integral   -0.18009 hartree
Latter: 2T+V                 -4.901 eV
Latter: ratio -V/T           2.01283
Virial-defined exchange      -2.05976 hartree
Electrons moved per side S   0.10
Inner charge of b            -1.000 electrons
Integral of a/r              -0.108584 1/bohr
Work, a first then b         0.0815668 hartree
Work, b first then a         0.0804810 hartree
Loop work, Latter            0.0010858 hartree
Loop work, formula           0.0010858 hartree
Loop work, Latter            29.55 meV
Loop work, LDA               -1.4e-17 hartree
Loop work, capped LDA        0.0e+00 hartree
Capped LDA slope jump, r=4   -0.04564 hartree/bohr
Gradient of E_vir along a    -0.05507 hartree
Integral of v_x^L times a    0.08878 hartree
Difference, computed         -0.14385 hartree
Difference, formula          -0.14379 hartree
```
